# Where the Sharvin and Maxwell resistances of a copper orifice meet: a program that tests the result

```python
"""
Result under test: for a circular hole of radius a in a thin insulating wall
between two pieces of one metal, the Sharvin resistance 4 rho lam/(3 pi a^2)
and the Maxwell resistance rho/(2 a) are equal at a = 8 lam/(3 pi).
rho: bulk resistivity, lam: mean free path, kF: Fermi wavenumber.
The true resistance is found by random flights that solve the linear
Boltzmann problem with isotropic scattering, with lengths in units of a.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import ellipe, ellipk, jn_zeros

e, h, hbar = const.e, const.h, const.hbar
m_e, kB = const.m_e, const.k
nm = 1e-9


def sharvin(rho, lam, a):
    return 4 * rho * lam / (3 * np.pi * a**2)


def maxwell(rho, a):
    return rho / (2 * a)


# Copper, rough inputs
lattice = 0.361 * nm
lam = 39 * nm
temperature = 300.0
density = 4 / lattice**3
kF = (3 * np.pi**2 * density) ** (1 / 3)
EF = (hbar * kF) ** 2 / (2 * m_e)
rho = 3 * np.pi**2 * hbar / (e**2 * kF**2 * lam)
a_star = 8 * lam / (3 * np.pi)
modes = (kF * a_star) ** 2 / 4

# Mode count from Bessel zeros, averaged over a window of kF*a
zeros, weights = [], []
for order in range(66):
    found = jn_zeros(order, 25)
    zeros.extend(found)
    weights.extend([1 if order == 0 else 2] * len(found))
zeros, weights = np.array(zeros), np.array(weights)
window = np.linspace(55, 65, 401)
counted = np.mean([weights[zeros < q].sum() for q in window])
area_law = np.mean(window**2 / 4)
edge_law = np.mean(window**2 / 4 - window / 2)
assert abs(counted / edge_law - 1) < 0.005
assert abs(counted / area_law - 1) < 0.05

# Thermal transport integrals from their definitions
def thermal_k2(x):
    energy = EF + x * kB * temperature
    return 2 * m_e * energy / hbar**2 / (4 * np.cosh(x / 2) ** 2)


k2_mean = quad(thermal_k2, -40, 40, points=[0])[0]
flux_angle = quad(lambda c: c, 0, 1)[0]
bulk_angle = quad(lambda c: c * c, -1, 1)[0]
common = e**2 * k2_mean / (2 * np.pi**2 * hbar)
hole_conductance_per_area = common * flux_angle
conductivity = common * lam * bulk_angle
assert abs(conductivity * rho - 1) < 1e-3
sharvin_thermal = 1 / (hole_conductance_per_area * np.pi * a_star**2)
assert abs(sharvin_thermal / sharvin(rho, lam, a_star) - 1) < 1e-3
assert abs(h / (2 * e**2 * modes) / sharvin_thermal - 1) < 1e-3


# Equipotential disc of unit radius: unknown source density on rings
def disc_potential(r, b):
    """Integral of 1/distance over a uniform disc of radius b, in its plane."""
    if r < b:
        return 4 * b * ellipe((r / b) ** 2)
    q = (b / r) ** 2
    return 4 * (r * ellipe(q) - (r * r - b * b) / r * ellipk(q))


n_ring = 160
edges = np.sin(np.linspace(0, np.pi / 2, n_ring + 1))
centres = (edges[1:] + edges[:-1]) / 2
discs = np.array([[disc_potential(r, b) for b in edges[1:]] for r in centres])
rings = np.diff(np.hstack([np.zeros((n_ring, 1)), discs]), axis=1)
source = np.linalg.solve(rings / (2 * np.pi), np.ones(n_ring))
total_current = np.sum(source * np.pi * np.diff(edges**2))
maxwell_coefficient = 2 / total_current
assert abs(maxwell_coefficient / 0.5 - 1) < 3e-3
inner = centres < 0.9
expected = total_current / (2 * np.pi * np.sqrt(1 - centres**2))
assert np.max(np.abs(source[inner] / expected[inner] - 1)) < 0.01
a_numeric = 1 / (hole_conductance_per_area * np.pi
                 * maxwell_coefficient / conductivity)
assert abs(a_numeric / a_star - 1) < 4e-3


def random_flight(K, r_stop, walkers, seed, rough=False):
    """Resistance / Sharvin resistance and its standard error; K = lam/a.

    Reflections at the wall are unfolded, so only passages through the
    unit disc change the side (sign). Far walks end with the 1/r tail.
    """
    rng = np.random.default_rng(seed)
    x = np.sqrt(rng.random(walkers))
    y = np.zeros(walkers)
    z = np.zeros(walkers)
    side = np.ones(walkers)
    from_surface = np.ones(walkers, dtype=bool)
    sum_side = sum_tail = 0.0
    while x.size:
        u = rng.random(x.size)
        cosine = np.where(from_surface, np.sqrt(u), 2 * u - 1)
        sine = np.sqrt(1 - cosine**2)
        angle = 2 * np.pi * rng.random(x.size)
        length = K * rng.standard_exponential(x.size)
        xn = x + length * sine * np.cos(angle)
        yn = y + length * sine * np.sin(angle)
        zn = z + length * cosine
        from_surface = np.zeros(x.size, dtype=bool)
        hit = np.nonzero(z * zn < 0)[0]
        part = z[hit] / (z[hit] - zn[hit])
        xc = x[hit] + part * (xn[hit] - x[hit])
        yc = y[hit] + part * (yn[hit] - y[hit])
        in_hole = xc**2 + yc**2 < 1
        side[hit[in_hole]] *= -1
        if rough:
            wall = hit[~in_hole]
            xn[wall], yn[wall], zn[wall] = xc[~in_hole], yc[~in_hole], 0.0
            from_surface[wall] = True
        r2 = xn**2 + yn**2 + zn**2
        out = r2 > r_stop**2
        sum_side += side[out].sum()
        sum_tail += np.sum(side[out] * 0.75 / (K * np.sqrt(r2[out])))
        keep = ~out
        x, y, z = xn[keep], yn[keep], zn[keep]
        side, from_surface = side[keep], from_surface[keep]
    mean_side = sum_side / walkers
    ratio = (1 + sum_tail / walkers) / mean_side
    error = np.sqrt((1 - mean_side**2) / walkers) / mean_side**2
    return ratio, error


K_star = lam / a_star
flights = {}
for K, r_stop, walkers in ((10.0, 40.0, 300000),
                           (K_star, 10.0, 300000),
                           (0.2, 4.0, 100000)):
    ratio, error = random_flight(K, r_stop, walkers, seed=7)
    maxwell_part = maxwell(1.0, 1.0) / sharvin(1.0, K, 1.0)
    assert ratio > max(1.0, maxwell_part) - 3 * error
    assert ratio < 1 + maxwell_part + 3 * error
    flights[K] = (ratio, error, maxwell_part)
ratio_star, error_star, _ = flights[K_star]
assert 1 + 5 * error_star < ratio_star < 2 - 5 * error_star
ratio_rough, error_rough = random_flight(K_star, 10.0, 300000, 11, rough=True)
assert abs(ratio_rough / ratio_star - 1) < 0.15

# Half-filled nearest-neighbour fcc s band: mode density by direction
n_grid = 110
axis = -np.pi + 2 * np.pi * (np.arange(n_grid) + 0.37) / n_grid
X, Y, Z = np.meshgrid(axis, axis, axis, indexing="ij", sparse=True)
cx, cy, cz = np.cos(X), np.cos(Y), np.cos(Z)
band = -(cx * cy + cy * cz + cz * cx)
velocity = (np.sin(X) * (cy + cz), np.sin(Y) * (cz + cx),
            np.sin(Z) * (cx + cy))


def direction_factors(level, width=0.04):
    """Mode density along 001, 110, 111 over its average on all directions."""
    near = np.abs(band - level) < 5 * width
    weight = np.exp(-0.5 * ((band[near] - level) / width) ** 2)
    v = np.array([component[near] for component in velocity])
    surface = np.sum(weight * np.sqrt(np.sum(v**2, axis=0)))
    result = []
    for d in ((0, 0, 1), (1, 1, 0), (1, 1, 1)):
        unit = np.array(d) / np.linalg.norm(d)
        result.append(2 * np.sum(weight * np.abs(unit @ v)) / surface)
    return result


assert np.max(np.abs(np.array(direction_factors(-2.7)) - 1)) < 0.03
half_level = np.median(band)
energy_L = 0.0  # all three cosines vanish at the zone point L
assert half_level > energy_L  # the surface is open at L: it has necks
factors = direction_factors(half_level)

# Sizes of other neglected effects
grain_length = 50 * nm
lam_grain = 1 / (1 / lam + 1 / grain_length)
wall = 5 * nm
R_S, R_M = sharvin(rho, lam, a_star), maxwell(rho, a_star)
R_true = ratio_star * R_S
R_wall = rho * wall / (np.pi * a_star**2)
bias = 0.02e-3
current = bias / R_true
current_density = current / (np.pi * a_star**2)

print(f"Lattice constant (rough input): {lattice/nm:.3f} nm")
print(f"Mean free path (rough input): {lam/nm:.1f} nm")
print(f"Temperature: {temperature:.0f} K")
print(f"Electron density: {density*nm**3:.1f} nm^-3")
print(f"Fermi wavenumber: {kF*nm:.2f} nm^-1")
print(f"Fermi energy: {EF/e:.2f} eV")
print(f"Resistivity from the model: {rho*1e8:.3f} microohm cm")
print(f"rho*lambda: {rho*lam*1e16:.3f} 1e-16 ohm m^2")
print(f"Crossover radius over mean free path: {a_star/lam:.4f}")
print(f"Crossover radius: {a_star/nm:.2f} nm")
print(f"Crossover radius: {a_star/const.value('Bohr radius'):.0f} bohr")
print(f"Crossover radius from numerical integrals: {a_numeric/nm:.2f} nm")
print(f"Maxwell coefficient R a/rho from rings: {maxwell_coefficient:.5f}")
print(f"Mean Bessel mode count, kF a 55 to 65: {counted:.1f}")
print(f"Area law for the same window: {area_law:.1f}")
print(f"Area law less edge term: {edge_law:.1f}")
print(f"kF a at crossover: {kF*a_star:.1f}")
print(f"Modes at crossover: {modes:.0f}")
print(f"Resistance of one spin-degenerate mode: {h/(2*e**2):.1f} ohm")
print(f"Sharvin resistance at crossover: {R_S:.4f} ohm")
print(f"Maxwell resistance at crossover: {R_M:.4f} ohm")
for radius in (10 * nm, 100 * nm):
    print(f"a = {radius/nm:.0f} nm: Sharvin {sharvin(rho, lam, radius):.4f} ohm,"
          f" Maxwell {maxwell(rho, radius):.4f} ohm")
for K, (ratio, error, part) in flights.items():
    print(f"lambda/a = {K:.3f}: R/R_S = {ratio:.4f} +- {error:.4f},"
          f" R_M/R_S = {part:.4f}, sum = {1+part:.4f}")
print(f"Random-flight resistance at crossover: {R_true:.3f} ohm")
print(f"Rough walls, R/R_S at crossover: {ratio_rough:.3f} +- {error_rough:.3f}")
print(f"Assumed grain scattering length: {grain_length/nm:.0f} nm")
print(f"Mean free path with grains: {lam_grain/nm:.1f} nm")
print(f"Crossover radius with grains: {8*lam_grain/(3*np.pi)/nm:.1f} nm")
print(f"Assumed wall thickness: {wall/nm:.0f} nm")
print(f"Added wall resistance: {R_wall:.4f} ohm")
print(f"Added wall resistance over total: {100*R_wall/R_true:.1f} %")
for name, factor in zip(("001", "110", "111"), factors):
    print(f"fcc s band along {name}: mode factor {factor:.3f},"
          f" crossover {a_star/factor/nm:.1f} nm")
print(f"Edge correction to mode number: {100*2/(kF*a_star):.2f} %")
print(f"Thermal energy over Fermi energy: {100*kB*temperature/EF:.2f} %")
print(f"Bias: {bias*1e3:.2f} mV")
print(f"Bias energy over thermal energy: {100*e*bias/(kB*temperature):.3f} %")
print(f"Current: {current*1e6:.1f} microampere")
print(f"Mean current density in the hole: {current_density*1e-10:.2f} MA/cm2")
print("ALL CHECKS PASSED")
```

Output:

```
Lattice constant (rough input): 0.361 nm
Mean free path (rough input): 39.0 nm
Temperature: 300 K
Electron density: 85.0 nm^-3
Fermi wavenumber: 13.60 nm^-1
Fermi energy: 7.05 eV
Resistivity from the model: 1.685 microohm cm
rho*lambda: 6.573 1e-16 ohm m^2
Crossover radius over mean free path: 0.8488
Crossover radius: 33.10 nm
Crossover radius: 626 bohr
Crossover radius from numerical integrals: 33.10 nm
Maxwell coefficient R a/rho from rings: 0.50000
Mean Bessel mode count, kF a 55 to 65: 872.2
Area law for the same window: 902.1
Area law less edge term: 872.1
kF a at crossover: 450.3
Modes at crossover: 50701
Resistance of one spin-degenerate mode: 12906.4 ohm
Sharvin resistance at crossover: 0.2546 ohm
Maxwell resistance at crossover: 0.2546 ohm
a = 10 nm: Sharvin 2.7897 ohm, Maxwell 0.8427 ohm
a = 100 nm: Sharvin 0.0279 ohm, Maxwell 0.0843 ohm
lambda/a = 10.000: R/R_S = 1.0870 +- 0.0008, R_M/R_S = 0.1178, sum = 1.1178
lambda/a = 1.178: R/R_S = 1.8293 +- 0.0047, R_M/R_S = 1.0000, sum = 2.0000
lambda/a = 0.200: R/R_S = 6.7149 +- 0.1051, R_M/R_S = 5.8905, sum = 6.8905
Random-flight resistance at crossover: 0.466 ohm
Rough walls, R/R_S at crossover: 1.849 +- 0.005
Assumed grain scattering length: 50 nm
Mean free path with grains: 21.9 nm
Crossover radius with grains: 18.6 nm
Assumed wall thickness: 5 nm
Added wall resistance: 0.0245 ohm
Added wall resistance over total: 5.3 %
fcc s band along 001: mode factor 0.884, crossover 37.4 nm
fcc s band along 110: mode factor 1.016, crossover 32.6 nm
fcc s band along 111: mode factor 1.060, crossover 31.2 nm
Edge correction to mode number: 0.44 %
Thermal energy over Fermi energy: 0.37 %
Bias: 0.02 mV
Bias energy over thermal energy: 0.077 %
Current: 42.9 microampere
Mean current density in the hole: 1.25 MA/cm2
ALL CHECKS PASSED
```
